**Exact and mean-field thermodynamic factor of a half-filled vacancy chain**

For a long row of sites at filling $c=1/2$ with neighbour repulsion $V$, the enhancement $R=c(1-c)\,d(\mu/kT)/dc$ is $\exp(V/2kT)$, where $\mu$ is the chemical potential and $T$ the temperature. Uniform mean-field theory gives $1+V/2kT$. The program asserts the pair correlations against a sum over all states of a 14-site ring, and the exact $R$ against the numerical curvature of the logarithm of the largest transfer-matrix eigenvalue, for three repulsive couplings and one attractive coupling. It also asserts the mean-field results, including the spurious alternating order for $V>2kT$, from the free energy of independent sites. For $V=0.10$ eV the output gives $R=6.92$ at 300 K and 2.63 at 600 K, against 2.93 and 1.97 in uniform mean field. Among the changes of model that it sizes, a second coupled row has the largest effect and raises $R$ to 43.5 at 300 K.

## Program and output

```python
# Result under test: for a half-filled row of vacancies with neighbour
# repulsion V, the thermodynamic factor relative to the ideal lattice gas,
#   R = c(1-c) d(mu/kT)/dc,
# is exp(V/2kT) exactly and 1 + V/2kT in uniform mean-field theory.
# Symbols: c filling, mu chemical potential, x = V/2kT, bv = V/kT,
# bmu = mu/kT, rho = ratio of the two transfer-matrix eigenvalues.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def occupations(sites):
    return (np.arange(2**sites)[:, None] >> np.arange(sites)) & 1


def chain_matrix(bmu, couplings):
    """Transfer matrix; couplings[r] acts between sites r+1 apart, in kT."""
    reach = len(couplings)
    size = 2**reach
    matrix = np.zeros((size, size))
    for state in range(size):
        push = sum(couplings[r] * ((state >> r) & 1) for r in range(reach))
        for n in (0, 1):
            new = ((state << 1) | n) & (size - 1)
            matrix[state, new] += np.exp(n * (bmu - push))
    return matrix


def ladder_matrix(bmu, bv, brung):
    """Two rows side by side, repulsion bv along and brung across."""
    matrix = np.zeros((4, 4))
    for i in range(4):
        for j in range(4):
            a, b, p, q = i & 1, i >> 1, j & 1, j >> 1
            matrix[i, j] = np.exp(bmu * (p + q) - bv * (a * p + b * q)
                                  - brung * p * q)
    return matrix


def density_and_variance(matrix_of_bmu, bmu, step=0.01):
    """First and second derivative of ln(largest eigenvalue)."""
    f = [np.log(np.max(np.linalg.eigvals(matrix_of_bmu(bmu + k * step)).real))
         for k in (-2, -1, 0, 1, 2)]
    first = (f[0] - 8 * f[1] + 8 * f[3] - f[4]) / (12 * step)
    second = (-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4]) / (12 * step**2)
    return first, second


def chain_enhancement(couplings, filling=0.5):
    def build(bmu):
        return chain_matrix(bmu, couplings)
    if filling == 0.5:
        bmu = sum(couplings)
    else:
        bmu = brentq(lambda u: density_and_variance(build, u)[0] - filling,
                     -10, 20)
    density, variance = density_and_variance(build, bmu)
    assert abs(density - filling) < 1e-6
    return density * (1 - density) / variance


def ladder_enhancement(bv, brung):
    density, variance = density_and_variance(
        lambda u: ladder_matrix(u, bv, brung), bv + brung / 2)
    assert abs(density / 2 - 0.5) < 1e-6
    return 0.25 / (variance / 2)


def open_chain_enhancement(bv, sites):
    """Explicit sum over all states of a row with free ends."""
    n = occupations(sites)
    pairs = np.sum(n[:, 1:] * n[:, :-1], axis=1)
    weights = np.bincount(n.sum(axis=1), weights=np.exp(-bv * pairs))
    number = np.arange(sites + 1)

    def moments(bmu):
        p = weights * np.exp(bmu * number)
        p /= p.sum()
        mean = p @ number
        return mean, p @ (number - mean)**2
    bmu = brentq(lambda u: moments(u)[0] - sites / 2, -10, 20)
    return sites / 4 / moments(bmu)[1]


SMALL_RING = occupations(6)
RING_PAIRS = np.sum(SMALL_RING * np.roll(SMALL_RING, 1, axis=1), axis=1)


def product_free_energy(c, m, bv):
    """<E>/kT - S/k per site, independent sites with fillings c+m, c-m."""
    fill = np.array([c + m, c - m] * 3)
    p = np.prod(np.where(SMALL_RING == 1, fill, 1 - fill), axis=1)
    return np.sum(p * (bv * RING_PAIRS + np.log(p))) / 6


def ordered_mean_field(x):
    """Alternating order M and its enhancement, for x > 1."""
    order = brentq(lambda s: s - np.tanh(x * s), 1e-3, 1)
    return order, 1 / (1 - order**2) + x


# ---- example parameters (rough typical values) ----
V = 0.10              # eV, screened neighbour repulsion
SPACING = 0.27        # nm
PERMITTIVITY = 25.0   # relative
CHARGE = 2            # elementary charges per vacancy
FIELD = 1.0           # MV/cm
SITES = 18
OFF_FILLING = 0.4
TEMPERATURES = (300.0, 600.0)
k_eV = const.k / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9

# ---- tests: exact result on several interaction strengths ----
ring_sites = 14
ring = occupations(ring_sites)
for bv in (-1.0, 0.7, V / (k_eV * 600), V / (k_eV * 300)):
    x = bv / 2
    rho = -np.tanh(x / 2)
    eig = np.sort(np.linalg.eigvals(chain_matrix(bv, [bv])).real)
    assert np.allclose(eig, np.sort([1 + np.exp(x), 1 - np.exp(x)]))
    energy = bv * np.sum(ring * np.roll(ring, 1, axis=1), axis=1)
    p = np.exp(bv * ring.sum(axis=1) - energy)
    p /= p.sum()
    assert abs(p @ ring[:, 0] - 0.5) < 1e-12
    for r in range(ring_sites):
        counted = p @ (ring[:, 0] * ring[:, r]) - 0.25
        formula = (rho**r + rho**(ring_sites - r)) / (
            4 * (1 + rho**ring_sites))
        assert abs(counted - formula) < 1e-12
    assert abs(chain_enhancement([bv]) / np.exp(x) - 1) < 1e-5

# first-order agreement; the remainder starts as x^2/2
x_small = 0.05
remainder = (chain_enhancement([2 * x_small]) - 1 - x_small) / x_small**2
assert abs(remainder - 0.5) < 0.02

# ---- tests: matrices with longer reach and with two rows ----
couplings = [1.3, 0.5, 0.2]
energy = sum(v * np.sum(ring * np.roll(ring, r + 1, axis=1), axis=1)
             for r, v in enumerate(couplings))
direct = np.sum(np.exp(0.8 * ring.sum(axis=1) - energy))
traced = np.trace(np.linalg.matrix_power(chain_matrix(0.8, couplings),
                                         ring_sites))
assert abs(traced / direct - 1) < 1e-10
row_a, row_b = ring[:, :7], ring[:, 7:]
energy = (1.3 * np.sum(row_a * np.roll(row_a, 1, axis=1)
                       + row_b * np.roll(row_b, 1, axis=1), axis=1)
          + 0.6 * np.sum(row_a * row_b, axis=1))
direct = np.sum(np.exp(0.8 * ring.sum(axis=1) - energy))
traced = np.trace(np.linalg.matrix_power(ladder_matrix(0.8, 1.3, 0.6), 7))
assert abs(traced / direct - 1) < 1e-10

# ---- tests: mean-field theory from the product distribution ----
d = 1e-3
for T in TEMPERATURES:
    bv = V / (k_eV * T)
    x = bv / 2
    centre = product_free_energy(0.5, 0, bv)
    curvature_c = (product_free_energy(0.5 + d, 0, bv) - 2 * centre
                   + product_free_energy(0.5 - d, 0, bv)) / d**2
    assert abs(curvature_c / 4 - (1 + x)) < 1e-4
    curvature_m = (product_free_energy(0.5, d, bv) - 2 * centre
                   + product_free_energy(0.5, -d, bv)) / d**2
    assert abs(curvature_m - 4 * (1 - x)) < 1e-3
    exact_potential = -np.log(np.max(
        np.linalg.eigvals(chain_matrix(bv, [bv])).real))
    assert centre - bv / 2 > exact_potential
    if x > 1:
        def lowest(c):
            return minimize_scalar(
                lambda m: product_free_energy(c, m, bv), method="bounded",
                bounds=(0.05, 0.497), options={"xatol": 1e-10})
        best = lowest(0.5)
        order, ordered_R = ordered_mean_field(x)
        assert abs(2 * best.x - order) < 1e-5
        assert exact_potential < best.fun - bv / 2 < centre - bv / 2
        curvature = (lowest(0.5 + d).fun - 2 * best.fun
                     + lowest(0.5 - d).fun) / d**2
        # finite step in c next to nearly full and nearly empty sites
        assert abs(curvature / 4 / ordered_R - 1) < 3e-3

# ---- worked example ----
bare = CHARGE**2 * hartree * bohr_nm / (PERMITTIVITY * SPACING)
screening = SPACING / np.log(bare / V)
tail = [bare / r * np.exp(-r * SPACING / screening) for r in (1, 2, 3)]
assert abs(tail[0] - V) < 1e-12
drop = CHARGE * FIELD * 0.1 * SPACING   # 1 MV/cm = 0.1 V/nm

print(f"Neighbour repulsion V: {V:.2f} eV")
print(f"Site spacing: {SPACING:.2f} nm")
print(f"Relative permittivity: {PERMITTIVITY:.0f}")
print(f"Vacancy charge: {CHARGE} e")
print(f"Bare repulsion at one spacing: {bare:.3f} eV")
print(f"Implied screening length: {screening:.3f} nm")
print(f"Second-neighbour repulsion: {tail[1]:.5f} eV")
print(f"Third-neighbour repulsion: {tail[2]:.5f} eV")
print(f"Mean-field ordering temperature V/2k: {V / (2 * k_eV):.0f} K")
print(f"Row with free ends: {SITES} sites, {SITES * SPACING:.2f} nm")
print(f"Field: {FIELD:.1f} MV/cm")
print(f"Energy drop per site in the field: {drop:.3f} eV")
for T in TEMPERATURES:
    kT = k_eV * T
    bv = V / kT
    x = bv / 2
    exact = chain_enhancement([bv])
    uniform = 1 + x
    y = drop / (2 * kT)
    print(f"--- T = {T:.0f} K ---")
    print(f"kT: {kT:.5f} eV")
    print(f"x = V/2kT: {x:.4f}")
    print(f"Eigenvalue ratio rho: {-np.tanh(x / 2):.4f}")
    print(f"Adjacent pairs / random: {1 - np.tanh(x / 2):.4f}")
    print(f"R exact, exp(x): {np.exp(x):.4f}")
    print(f"R from transfer-matrix curvature: {exact:.4f}")
    print(f"R uniform mean field, 1+x: {uniform:.4f}")
    print(f"Mean field / exact: {uniform / np.exp(x):.3f}")
    print(f"Thermodynamic factor, exact: {2 * np.exp(x):.3f}")
    print(f"dmu/dc exact: {4 * kT * np.exp(x):.4f} eV")
    print(f"dmu/dc uniform mean field: {4 * kT * uniform:.4f} eV")
    if x > 1:
        order, ordered_R = ordered_mean_field(x)
        print(f"Spurious mean-field order M: {order:.4f}")
        print(f"R ordered mean field: {ordered_R:.3f}")
    print(f"R with screened tail: "
          f"{chain_enhancement([v / kT for v in tail]):.3f}")
    print(f"R with tail V/2, V/3: "
          f"{chain_enhancement([bv, bv / 2, bv / 3]):.3f}")
    print(f"R, row with free ends: {open_chain_enhancement(bv, SITES):.3f}")
    print(f"R, two coupled rows: {ladder_enhancement(bv, bv):.3f}")
    print(f"R at filling {OFF_FILLING}: "
          f"{chain_enhancement([bv], OFF_FILLING):.3f}")
    print(f"Field nonlinearity sinh(y)/y: {np.sinh(y) / y:.3f}")
print("success")
```

It prints:

```
Neighbour repulsion V: 0.10 eV
Site spacing: 0.27 nm
Relative permittivity: 25
Vacancy charge: 2 e
Bare repulsion at one spacing: 0.853 eV
Implied screening length: 0.126 nm
Second-neighbour repulsion: 0.00586 eV
Third-neighbour repulsion: 0.00046 eV
Mean-field ordering temperature V/2k: 580 K
Row with free ends: 18 sites, 4.86 nm
Field: 1.0 MV/cm
Energy drop per site in the field: 0.054 eV
--- T = 300 K ---
kT: 0.02585 eV
x = V/2kT: 1.9341
Eigenvalue ratio rho: -0.7474
Adjacent pairs / random: 0.2526
R exact, exp(x): 6.9177
R from transfer-matrix curvature: 6.9177
R uniform mean field, 1+x: 2.9341
Mean field / exact: 0.424
Thermodynamic factor, exact: 13.835
dmu/dc exact: 0.7153 eV
dmu/dc uniform mean field: 0.3034 eV
Spurious mean-field order M: 0.9507
R ordered mean field: 12.326
R with screened tail: 6.258
R with tail V/2, V/3: 6.382
R, row with free ends: 6.227
R, two coupled rows: 43.531
R at filling 0.4: 4.080
Field nonlinearity sinh(y)/y: 1.192
--- T = 600 K ---
kT: 0.05170 eV
x = V/2kT: 0.9670
Eigenvalue ratio rho: -0.4491
Adjacent pairs / random: 0.5509
R exact, exp(x): 2.6302
R from transfer-matrix curvature: 2.6302
R uniform mean field, 1+x: 1.9670
Mean field / exact: 0.748
Thermodynamic factor, exact: 5.260
dmu/dc exact: 0.5440 eV
dmu/dc uniform mean field: 0.4068 eV
R with screened tail: 2.627
R with tail V/2, V/3: 3.165
R, row with free ends: 2.528
R, two coupled rows: 4.079
R at filling 0.4: 2.365
Field nonlinearity sinh(y)/y: 1.046
success
```
